\section*{Work-Function Oscillations with Thickness in a Free-Electron Metal Slab}

\section*{The slab and its levels}

Q. You say that a thin metal film has a work function that oscillates with thickness. Free electrons have no structure of their own. Where could an oscillation come from?

A. From the discrete motion across the film. Take a free-standing, neutral slab at zero temperature, uniform in its plane, with a positive background of thickness $L$ and density $n$. Let $L$ vary continuously for now. The electrons move independently in a fixed potential well, of width $w$ and depth $V_0$ below vacuum. In atomic units ($\hbar=m=e=1$), with energies measured from the well bottom, a state has energy $k^2/2+k_\parallel^2/2$, where $k$ is the wavevector across the slab. Define $k_0^2=2V_0$.

Put the left wall at $z=0$. Outside, a bound state behaves as $e^{qz}$ with $q=\sqrt{k_0^2-k^2}$; inside it is $\sin(kz+\delta)$. Matching $\psi'/\psi$ gives $q=k\cot\delta$, so $\tan\delta=k/q$ and $\delta=\arcsin(k/k_0)$. The right wall demands the mirror form $\pm\sin[k(w-z)+\delta]$. The two forms agree if their arguments add to a multiple of $\pi$:
\begin{equation}
k_jw+2\arcsin(k_j/k_0)=j\pi,\qquad j=1,2,\dots
\end{equation}
The value $j=0$ would give $k=0$ and no state. It helps to count levels continuously with
\begin{equation}
\nu(k)=\frac{1}{\pi}\left[kw+2\arcsin\frac{k}{k_0}\right],
\end{equation}
which passes through an integer at each level.

Q. And the work function?

A. Each level $\varepsilon_j=k_j^2/2$ carries a two-dimensional subband. Per unit area, with two spins, its number of states is $2(2\pi k_\parallel dk_\parallel)/(2\pi)^2=dE/\pi$. Neutrality fixes the chemical potential $\mu$:
\begin{equation}
nL=\frac1\pi\sum_j(\mu-\varepsilon_j)_+,\qquad W=V_0-\mu ,
\end{equation}
where $(y)_+$ is $y$ if positive and zero otherwise. With $M$ subbands filled,
\begin{equation}
\mu=\frac{1}{M}\Big(\pi nL+\sum_{j\le M}\varepsilon_j\Big).
\end{equation}
For a wrong $M$ the right side is too large, because $\sum_{j\le M}(\mu-\varepsilon_j)$ cannot exceed the sum of the positive terms, $\pi nL$. The true $\mu$ is therefore the minimum over $M$, which makes explicit filling easy.

\section*{Separating the smooth part}

Q. A sum over levels is not yet an oscillation. How do you extract one without guessing?

A. By Poisson summation. Let $\kappa=\sqrt{2\mu}$ and
\begin{equation}
F(x)=\frac{\kappa^2-k(x)^2}{2\pi}\quad(0\le x\le\nu(\kappa)),
\end{equation}
with $F=0$ beyond, where $k(x)$ inverts $\nu(k)$. The charge per area is $N=\sum_{j\ge1}F(j)$. Extending $F$ evenly to negative $x$, applying Poisson's formula and halving gives
\begin{equation}
N=\int_0^\infty F\,dx-\frac{F(0)}2+2\sum_{s\ge1}\int_0^\infty F\cos(2\pi sx)\,dx .
\end{equation}
The first two terms are smooth. Since $dF=-(k/\pi)\,dk$ and $xF$ vanishes at both ends, integration by parts yields
\begin{align}
N_{\rm sm}&=\frac1\pi\int_0^\kappa k\,\nu(k)\,dk-\frac{\kappa^2}{4\pi}\\
&=\frac{\kappa^3w}{3\pi^2}+\frac1{\pi^2}\int_0^\kappa2k\arcsin\frac{k}{k_0}\,dk-\frac{\kappa^2}{4\pi}.
\end{align}
Write $a=\arcsin(\kappa/k_0)$ and from here on take $q$ at $k=\kappa$. Another integration by parts, then $k=k_0\sin t$, gives
\begin{align}
\int_0^\kappa2k\arcsin\frac{k}{k_0}dk
&=\kappa^2a-\int_0^\kappa\frac{k^2\,dk}{\sqrt{k_0^2-k^2}}\\
&=\kappa^2a-k_0^2\int_0^a\sin^2t\,dt\\
&=\Big(\kappa^2-\frac{k_0^2}{2}\Big)a+\frac{\kappa q}{2},
\end{align}
because $k_0^2\sin a\cos a=\kappa q$. Thus $N_{\rm sm}=\kappa^3w/(3\pi^2)+N_s(\kappa)$, with the surface term
\begin{equation}
N_s=\frac1{\pi^2}\Big[\Big(\kappa^2-\frac{k_0^2}2\Big)a+\frac{\kappa q}2\Big]-\frac{\kappa^2}{4\pi}.
\end{equation}

Q. You have a well width $w$ and a background thickness $L$. Are they equal?

A. Not in general. Let $w=L+2b$ and define the bulk Fermi wavevector by $n=k_F^3/(3\pi^2)$. At $\kappa=k_F$ the smooth charge is $nL+2bn+N_s(k_F)$. A thick slab should have its bulk Fermi energy without a correction of order $1/L$, so I choose
\begin{equation}
2b=-\frac{N_s(k_F)}{n}=-\frac{3\pi^2N_s(k_F)}{k_F^3}.
\end{equation}
For infinitely high walls, $a=\kappa/k_0+O(k_0^{-3})$ and $q=k_0+O(k_0^{-1})$. The terms $-k_0^2a/2$ and $\kappa q/2$ then cancel as $k_0\to\infty$, leaving $N_s=-\kappa^2/(4\pi)$ and $2b=3\pi/(4k_F)$. The wavefunctions vanish at hard walls, so the walls must stand outside the background to hold the same charge. Leakage through a finite wall reduces this offset.

\section*{The oscillating part}

Q. Now the cosine integrals. Do they produce one period or many?

A. A series of harmonics. In each integral the boundary term vanishes, since $F=0$ at the upper end and the sine is zero at $x=0$. Hence
\begin{equation}
2\int_0^\infty F\cos(2\pi sx)\,dx=\frac1{\pi^2s}\int_0^\kappa k\sin[2\pi s\nu(k)]\,dk .
\end{equation}
For a thick slab the sine varies rapidly. Integrate by parts once more, using $\sin(2\pi s\nu)\,dk=-d[\cos(2\pi s\nu)]/(2\pi s\nu')$. The end $k=0$ contributes nothing because of the factor $k$. The Fermi end gives
\begin{equation}
-\frac{\kappa\cos[2\pi s\nu(\kappa)]}{2\pi^3s^2\nu'(\kappa)},
\end{equation}
and the remaining integral is smaller by a factor of order $1/\nu$. Since $d\arcsin(k/k_0)/dk=1/\sqrt{k_0^2-k^2}$,
\begin{equation}
\nu'(\kappa)=\frac{w_e}{\pi},\qquad w_e=w+\frac2q .
\end{equation}
To leading order, therefore,
\begin{equation}
N_{\rm osc}=-\frac{\kappa}{2\pi^2w_e}\sum_{s\ge1}\frac{\cos(2\pi s\nu)}{s^2}
=-\frac{\kappa}{2w_e}B_2(\{\nu\}),
\end{equation}
where $\{\nu\}$ is the fractional part and $B_2(x)=x^2-x+1/6$.

Q. Where did that parabola come from?

A. Its Fourier series is the sum. On $0\le x\le1$ its mean is $1/3-1/2+1/6=0$, and symmetry under $x\to1-x$ excludes sines. For the cosines,
\begin{align}
2\int_0^1B_2\cos(2\pi sx)\,dx&=-\frac1{\pi s}\int_0^1(2x-1)\sin(2\pi sx)\,dx\\
&=-\frac1{\pi s}\left(-\frac1{\pi s}\right)=\frac1{\pi^2s^2}.
\end{align}

Q. This is charge at fixed $\mu$. The slab has fixed charge.

A. So $\mu$ must move to compensate. From the integral form of $N_{\rm sm}$ and $d\mu=\kappa\,d\kappa$,
\begin{equation}
\frac{dN_{\rm sm}}{d\mu}=\frac1\kappa\left(\frac{\kappa\nu}{\pi}-\frac{\kappa}{2\pi}\right)=\frac{\nu-1/2}{\pi}.
\end{equation}
Set $\mu=k_F^2/2+\delta\mu$. Neutrality, to first order, reads
\begin{equation}
\frac{\nu-1/2}{\pi}\,\delta\mu-\frac{k_F}{2w_e}B_2(\{\nu\})=0,
\end{equation}
and $W=V_0-\mu$ becomes
\begin{equation}
W=V_0-\frac{k_F^2}{2}-\frac{\pi k_F}{2w_e(\nu-1/2)}B_2(\{\nu\}).
\label{W}
\end{equation}
Here $\nu$ and $w_e$ are evaluated at $k_F$. Doing so shifts the argument of $B_2$ by $\nu'\delta\mu/k_F=B_2/[2(\nu-1/2)]$, again a relative correction of order $1/\nu$.

\section*{The period and its meaning}

Q. Then read off the period.

A. At fixed density and well depth, $L$ enters the phase through $\nu=[k_F(L+2b)+2\arcsin(k_F/k_0)]/\pi$. One cycle, $\Delta\nu=1$, needs
\begin{equation}
\Delta L=\frac{\pi}{k_F}=\frac{\lambda_F}{2},\qquad \lambda_F=\frac{2\pi}{k_F}.
\end{equation}
This is the fundamental, $s=1$; harmonic $s$ has period $\lambda_F/(2s)$ and relative weight $1/s^2$. Half a wavelength appears because one more standing wave fits when the round trip $2L$ grows by a full wavelength. The barrier shifts the phase but not the period. The amplitude changes slowly with $L$, so $W$ is a periodic phase under a decaying envelope.

Q. Is $W$ high or low when a new subband starts to fill?

A. In this well it is low. $B_2$ is $1/6$ at integer $\nu$ and $-1/12$ halfway between, so the peak-to-peak swing is
\begin{equation}
\Delta W=\frac{\pi k_F}{8w_e(\nu-1/2)}\simeq\frac{\pi^2}{8L^2}\quad(k_FL\gg1).
\end{equation}
The minima are cusps. With $M$ subbands, the slope $g=d\mu/dL$ is $(\pi n+\sum_{j\le M}\varepsilon_j')/M$, where the prime means $d/dL$. When level $M+1$ reaches $\mu$, the slope becomes $(Mg+\varepsilon'_{M+1})/(M+1)$, a change of $(\varepsilon'_{M+1}-g)/(M+1)$. Levels sink as the well widens, so this is negative if $\mu$ was rising: $\mu$ has a downward kink and $W$ an upward one.

Q. When does the derivation fail?

A. When few subbands are filled, since $1/\nu$ is then not small, and when $W$ is very small, because the wall phase then varies rapidly near the Fermi energy. The dropped integral contains $\nu''=2\kappa/(\pi q^3)$, which adds a relative correction of order $k_F/(q^3w_e^2)$. This must be small too, and in a thick slab that asks more than $2/q\ll w$. For the aluminium film below it is about $0.006$.

\section*{An aluminium film}

Q. Give me numbers for a film somebody might deposit.

A. Take six atomic layers of aluminium in the (111) orientation. Rough inputs are a cubic lattice constant of $4.05$~\AA, three free electrons per atom and a bulk work function of $4.2$~eV. Four atoms per cell give $n=12/4.05^3=0.1806$~\AA$^{-3}$ and $k_F=(3\pi^2n)^{1/3}=1.7488$~\AA$^{-1}$. The half wavelength is $\pi/1.7488=1.796$~\AA\ (0.1796~nm). The Fermi energy is $11.652$~eV, so $V_0=15.852$~eV.

The layer spacing is $4.05/\sqrt3=2.338$~\AA, so $L=14.03$~\AA\ (1.403~nm). The offset $2b=0.267$~\AA\ is well below the hard-wall value $3\pi/(4k_F)=1.35$~\AA. With $\arcsin\sqrt{11.652/15.852}=1.030$,
\begin{equation}
\nu=\frac{1.7488\times14.297+2.060}{\pi}=8.614 .
\end{equation}
The fractional part gives $B_2=0.3775-0.6144+0.1667=-0.0702$. The swing formula with $w_e=16.20$~\AA\ gives $0.0398$~eV, and the factor before $B_2$ in Eq.~(\ref{W}) is four times that, $0.159$~eV. Hence $W=4.2+0.159\times0.0702=4.211$~eV. Finding the levels numerically and filling them gives $4.211$~eV too.

Q. One agreement could be luck, especially since you dropped terms of order $1/\nu$.

A. Explicit filling was compared with Eq.~(\ref{W}) over one cycle starting at $\nu=8$, 20 and 40. The largest error, relative to the mean predicted swing of that cycle, is $4.6\%$, $1.7\%$ and $0.9\%$, close to the expected $1/\nu$ fall. Near $\nu=40$ the oscillation of $W$, divided by the factor before $B_2$, has cosine coefficients $-0.1013$, $-0.0253$ and $-0.0113$, as $-1/(\pi s)^2$ requires.

The period was also sought without assuming it, in the spectrum of the filled-slab oscillation of $W$, divided by the smooth factor before $B_2$ to remove the decay. The strongest component has period $1.796$~\AA. Raising $k_0$ by half at fixed $k_F$ leaves it at $1.796$~\AA; multiplying $k_F$ by $0.7$ at fixed $k_0$ moves it to $2.566$~\AA, which is $1.796/0.7$. The search moves in frequency steps of $0.2\%$ of $k_F/\pi$, so closer agreement than that has no meaning.

\section*{Layers, terraces and heat}

Q. Nobody deposits $0.7$ of a layer. What would a layer-by-layer measurement show?

A. In this model, a longer apparent period. One layer advances the phase by $2.338/1.796=1.302$ cycles, and whole cycles are invisible at integer layers. The remaining $0.302$ cycle per layer gives a period of $1/0.3016=3.3$ layers. From 4 to 12 layers the filled well gives $W=4.153$, 4.211, 4.211, 4.189, 4.200, 4.206, 4.199, 4.197 and $4.203$~eV. Dips $3.3$ layers apart fall near 4.0, 7.3 and 10.6 layers, so at whole layers the low values appear at 4, 7 and 11. The half-wavelength rule thus concerns continuous thickness.

Q. Films also have terraces.

A. Suppose two thicknesses differing by one layer $d$ cover equal areas, and the measured $W$ is their area average. Neglecting the change of amplitude between them, which is small only for thick films, the fundamental becomes
\begin{equation}
\tfrac12[\cos\theta+\cos(\theta+2k_Fd)]=\cos(k_Fd)\cos(\theta+k_Fd).
\end{equation}
Its amplitude is multiplied by $|\cos(k_Fd)|=0.58$. Between six and seven layers the factor before $B_2$ in Eq.~(\ref{W}) falls by about a quarter, and the averaged fundamental is then about $0.52$ of the six-layer amplitude, or about $0.6$ of the mean of the two amplitudes.

Q. And room temperature?

A. The charge at temperature $T$ is the zero-temperature charge averaged over energy with weight $-\partial f/\partial E$, where $f$ is the Fermi function. Near $\mu$ the phase of harmonic $s$ changes by $2sw_e(E-\mu)/k_F$. With $u=(E-\mu)/k_BT$ and $\alpha=2sw_ek_BT/k_F$, the harmonic is multiplied by
\begin{equation}
I=\int_{-\infty}^{\infty}\frac{e^{i\alpha u}e^u}{(1+e^u)^2}\,du .
\end{equation}
Close the contour along the line shifted by $2\pi i$, where the integrand is $e^{-2\pi\alpha}$ times its value on the real axis. The enclosed double pole at $u=i\pi$, where the fraction $e^u/(1+e^u)^2$ behaves as $-1/(u-i\pi)^2$, has residue $-i\alpha e^{-\pi\alpha}$. So $(1-e^{-2\pi\alpha})I=2\pi\alpha e^{-\pi\alpha}$, or
\begin{equation}
I=\frac{x}{\sinh x},\qquad x=\pi\alpha=\frac{2\pi s\,k_BT\,w_e}{k_F}.
\end{equation}
For the fundamental at six layers and 300~K this is $0.994$. As a harder test, filling the well at 1500~K around $\nu=12$ gives a factor of $0.748$, and the formula gives $0.748$.

\section*{Letting the electrons set the potential}

Q. My main objection remains. Real electrons screen. Your well is rigid, so why should the period survive?

A. Assume that a thick slab has a flat interior potential and that each surface relaxes to the form it has on a half-infinite metal. Each such surface is neutral when the interior wavevector at the chemical potential is $k_F$, so the two surfaces leave no excess charge to shift it at order $1/L$. A subband opens when $k_FL+\theta=j\pi$, where $\theta$ collects the two surface phases and tends to a constant. Successive openings are then $\pi/k_F$ apart. This argument fixes neither the amplitude nor the phase.

It was tested on a jellium slab of the same density, solved self-consistently in the Kohn--Sham local density approximation. Subbands 6 to 10 open at $8.82$, 10.62, 12.42, 14.23 and $16.03$~\AA. The mean step is $1.802$~\AA, $0.3\%$ above $\lambda_F/2$.

Q. And the amplitude?

A. It changes greatly. Between the openings of subbands 8 and 9 the jellium swing is $0.23$~eV, against $0.043$~eV for the fixed well over its corresponding cycle: a factor of about five. A finer grid in a larger box changed $W$, at the one thickness tried, by $0.003$~eV, about $1\%$ of the jellium swing. Among the sampled thicknesses the minimum, $3.62$~eV, is again at the opening and the maximum, about $3.84$~eV, lies on a flat top near the middle of the cycle. The $0.003$~eV grid shift is enough to move the highest point from halfway to about $0.44$ of the cycle. The opening itself has moved. In the fixed well, to leading order, subband 8 opens where $\nu(k_F)=8$, at $14.03-0.614\times1.796=12.93$~\AA. This is about $0.5$~\AA, or $0.3$ of a period, later than in jellium. The calculation does not separate the causes of the larger swing, and one cycle does not establish how it decays with $L$.

Q. So what may I carry over to a real aluminium film?

A. The period, with more confidence than any value of $W$. A 1.4~nm film is far thinner than an ordinary aluminium interconnect, and in air much of it would turn to oxide, so the case belongs to vacuum or to a protected layer in a stack. The rigid potential is the assumption that fails most clearly here: relaxing it raises the swing from about $0.04$ to $0.2$~eV. Jellium in turn has no ions, and its exchange and correlation are approximate; its mean $W$ over the cycle is $3.77$~eV, below the $4.2$~eV put into the well.

The lattice can be sized along the normal. A potential component $V=0.24$~eV (rough) couples $k_F$ to $k_F-G$, with $G=2\pi\sqrt3/4.05=2.687$~\AA$^{-1}$. The coupled free-electron energies are $11.65$ and $3.35$~eV, so the upper one rises by about $V^2/8.30=0.007$~eV. At fixed Fermi energy the wavevector falls by the fraction $0.007/(2\times11.65)$, and this component alone lengthens the period by $0.03\%$. That is not the size of the whole lattice effect: potential components in other directions can shift the period by more, and in the opposite sense. Other sections of the Fermi surface could also add periods. A substrate changes the reflection phase and may reflect weakly, and scattering damps the round trip; neither is sized here. For a film on a dielectric, the swing must be computed with that interface included. The complete numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
Lattice constant (rough input): 4.05 angstrom
Free electrons per atom (input): 3
Bulk work function (rough input): 4.20 eV
Electron density: 0.1806 per cubic angstrom
Fermi wavevector: 1.7488 per angstrom
Fermi energy: 11.652 eV
Well depth: 15.852 eV
Fermi wavelength: 3.5928 angstrom
Half Fermi wavelength: 1.7964 angstrom
Half Fermi wavelength: 0.17964 nm
Period found, aluminium well: 1.7964 angstrom
Period found, k0 x 1.5: 1.7964 angstrom
Period found, kF x 0.7: 2.5663 angstrom
Layer spacing: 2.3383 angstrom
Six-layer thickness: 14.030 angstrom
Six-layer thickness: 1.4030 nm
Well offset 2b: 0.2673 angstrom
Effective width w_e: 16.202 angstrom
Level index nu: 8.6144
Six-layer W, formula: 4.2112 eV
W by filling, 4 layers: 4.1528 eV
W by filling, 5 layers: 4.2107 eV
W by filling, 6 layers: 4.2112 eV
W by filling, 7 layers: 4.1886 eV
W by filling, 8 layers: 4.2004 eV
W by filling, 9 layers: 4.2062 eV
W by filling, 10 layers: 4.1987 eV
W by filling, 11 layers: 4.1971 eV
W by filling, 12 layers: 4.2034 eV
Swing formula at six layers: 0.0398 eV
Swing by filling, nu 8 to 9: 0.0426 eV
Formula error / swing from nu=8: 0.0463
Formula error / swing from nu=20: 0.0175
Formula error / swing from nu=40: 0.0085
Scaled cosine harmonic 1: -0.10132
Scaled cosine harmonic 2: -0.02532
Scaled cosine harmonic 3: -0.01125
Cycles per layer: 1.3016
Aliased period: 3.315 layers
Aliased period found: 3.317 layers
Thermal factor, 300 K: 0.9935
Thermal factor found, 1500 K, nu=12: 0.7484
Thermal factor formula, 1500 K, nu=12: 0.7479
Two-terrace factor: 0.5836
Lattice potential (rough input): 0.24 eV
Period change by lattice: 0.0298 percent
Jellium opening of subband 6: 8.8173 angstrom
Jellium opening of subband 7: 10.6218 angstrom
Jellium opening of subband 8: 12.4244 angstrom
Jellium opening of subband 9: 14.2250 angstrom
Jellium opening of subband 10: 16.0256 angstrom
Jellium mean period: 1.8021 angstrom
Jellium mean W, 8 to 9: 3.7728 eV
Jellium swing, 8 to 9: 0.2259 eV
Jellium W at opening 8: 3.6190 eV
Jellium W halfway to 9: 3.8450 eV
Jellium minimum at cycle: 0.0000
Jellium maximum at cycle: 0.5000
Jellium grid and box change: 0.002763 eV
\end{verbatim}
